# Resistance of a head-to-head transverse wall in a magnetic strip

## Problem

A magnetic strip lies along \(x\). Its width is \(w=200\) nm (along \(y\)) and its thickness is \(t=10\) nm. The magnetization has constant length, and its direction is the unit vector \(\mathbf m\). Far to the left \(\mathbf m\) points along \(+x\), far to the right along \(-x\). In between it turns within the plane of the strip, through \(+y\). This is a head-to-head transverse wall, and its width parameter is \(D=20\) nm.

The resistivity is \(\rho_\parallel\) where the current is parallel or antiparallel to \(\mathbf m\), and \(\rho_\perp\) where it is perpendicular. The difference is \(a=\rho_\parallel-\rho_\perp=5\times10^{-9}\) ohm m.

1. Find \(\mathbf m(x)\) from an energy with exchange stiffness \(A\) and an effective anisotropy \(K\) that favours the \(x\) axis.
2. By how much does the wall change the resistance between two distant contacts, if the current density is uniform?
3. The current density is not quite uniform. Bound the resulting error, with \(\rho_\perp=2.5\times10^{-7}\) ohm m.
4. Is the given width natural for a soft nickel–iron strip, and which other effects matter?

## Hints

**Hint 1.** Let \(\theta\) be the angle from \(+x\) to \(\mathbf m\). The equation for \(\theta(x)\) has a first integral, found by multiplying it by \(\theta'\).

**Hint 2.** Cut the strip into slices perpendicular to the current. Slices in series add their resistances. Compare each slice with the same slice in a strip without a wall.

**Hint 3.** At fixed total current, the true flow dissipates the least power. At fixed voltage, the true electric field does so among all fields derived from a potential. Simple trial choices therefore bound the resistance from both sides.

**Hint 4.** The width enters part 2 as a given number. Ask which energies would set it.

## Solution

### 1. The wall profile

With \(\mathbf m=(\cos\theta,\sin\theta,0)\), the energy per unit cross-section is

\[
\varepsilon=\int\left(A\theta'^2+K\sin^2\theta\right)dx .
\]

The constant \(K\) stands for all anisotropy, including a local approximation to the stray field. Setting the first variation to zero gives

\[
2A\theta''=2K\sin\theta\cos\theta .
\]

Multiplication by \(\theta'\) turns both sides into derivatives:

\[
\frac{d}{dx}\left(A\theta'^2-K\sin^2\theta\right)=0 .
\]

Far from the wall \(\theta'\) and \(\sin\theta\) vanish, so the constant is zero. The angle rises from 0 to \(\pi\), which selects the positive root:

\[
\theta'=\frac{\sin\theta}{D},\qquad D=\sqrt{A/K}.
\]

Separating variables and placing the wall centre, \(\theta=\pi/2\), at \(x=0\) gives

\[
\int_{\pi/2}^{\theta}\frac{d\theta_1}{\sin\theta_1}=\ln\tan\frac{\theta}{2}=\frac{x}{D},
\qquad \tan\frac{\theta}{2}=e^{x/D}\equiv u .
\]

The half-angle formulas then yield

\[
\sin\theta=\frac{2u}{1+u^2}=\operatorname{sech}\frac{x}{D},\qquad
\cos\theta=\frac{1-u^2}{1+u^2}=-\tanh\frac{x}{D}.
\]

The slope at the centre is \(1/D\). A straight line with this slope needs a length \(\pi D\) to turn through \(\pi\), so \(\pi D\) is another possible measure of wall width. Here 20 nm means \(D\).

### 2. The resistance change

An isotropic resistivity plus a term that acts only on the current component along \(\mathbf m\) gives the local law

\[
\mathbf E=\rho_\perp\mathbf J+a\,\mathbf m(\mathbf m\cdot\mathbf J).
\]

It returns \(\rho_\parallel\mathbf J\) for \(\mathbf J\) along \(\mathbf m\) and \(\rho_\perp\mathbf J\) for \(\mathbf J\) across it. Hall terms are left out. For \(\mathbf J=J\hat{\mathbf x}\),

\[
E_x=(\rho_\perp+a\cos^2\theta)J=(\rho_\parallel-a\sin^2\theta)J .
\]

Let the contacts sit at \(x=\pm L/2\). The total current is \(I=Jwt\), so

\[
R=\frac1I\int_{-L/2}^{L/2}E_x\,dx
=\frac{\rho_\parallel L}{wt}-\frac{a}{wt}\int_{-L/2}^{L/2}\operatorname{sech}^2\frac{x}{D}\,dx .
\]

The first term is the resistance without a wall. In the second, \(D\tanh(x/D)\) is an antiderivative of \(\operatorname{sech}^2(x/D)\), and the integral is \(2D\tanh(L/2D)\). The wall therefore lowers the resistance by

\[
\delta R=\frac{2aD}{wt}\tanh\frac{L}{2D}\;\longrightarrow\;\frac{2aD}{wt}\qquad(L\gg D).
\]

The wall acts like a piece of strip of length \(2D=40\) nm in which the resistivity is \(\rho_\perp\) instead of \(\rho_\parallel\). Since \(\sin^2\theta\) does not change when \(\mathbf m\) is reversed, a tail-to-tail wall of the same width gives the same drop.

The numbers are

\[
\delta R=\frac{2(5\times10^{-9})(20\times10^{-9})}{(200\times10^{-9})(10\times10^{-9})}\ \text{ohm}
=\frac{2\times10^{-16}}{2\times10^{-15}}\ \text{ohm}=0.100\ \text{ohm}.
\]

If the quoted 20 nm had meant \(\pi D\), the drop would be smaller by the factor \(\pi\), or 0.032 ohm.

For contacts \(L=2000\) nm apart, and with \(\rho_\parallel=2.55\times10^{-7}\) ohm m, the background resistance is

\[
\frac{\rho_\parallel L}{wt}=\frac{(2.55\times10^{-7})(2\times10^{-6})}{2\times10^{-15}}\ \text{ohm}=255\ \text{ohm}.
\]

The drop is 0.039 percent of this. A sense current of 10 µA turns it into a voltage change of 1.0 µV.

### 3. How far is the current from uniform?

For uniform current the local law also gives a transverse field, \(E_y=a\sin\theta\cos\theta\,J\), which varies with \(x\), while \(E_x\) does not vary with \(y\). Hence \(\partial_xE_y-\partial_yE_x\ne0\), whereas a steady electric field must be free of curl. The true current has to bend. The two power principles of Hint 3 limit the consequence.

**Upper bound on \(R\).** Let \(\mathbf J_0\) be the true current density, with field \(\mathbf E_0=-\nabla V\). Take a trial \(\mathbf J=\mathbf J_0+\mathbf j\) that is also free of divergence, does not cross the side edges and carries the same \(I\). The resistivity tensor \(\rho\) is symmetric, so the dissipated power is

\[
\int\mathbf J\cdot\rho\mathbf J\,d^3r=I^2R+2\int\mathbf j\cdot\mathbf E_0\,d^3r+\int\mathbf j\cdot\rho\mathbf j\,d^3r .
\]

The middle integral equals \(-\int\nabla\cdot(V\mathbf j)\,d^3r\), a surface term. It vanishes because \(V\) is constant on each contact and \(\mathbf j\) carries no net current there. The last integral is not negative. A trial current thus never gives too small a value of \(R\). The uniform current is an allowed trial, so the true drop is at least \(2aD/(wt)\).

**Lower bound on \(R\).** At fixed voltage \(U\), write a trial field as \(\mathbf E=\mathbf E_0+\mathbf e\), where \(\mathbf e\) comes from a potential that vanishes on the contacts. With the conductivity tensor \(\sigma=\rho^{-1}\), the cross term is \(2\int\mathbf e\cdot\mathbf J_0\,d^3r\). It vanishes because \(\mathbf J_0\) is free of divergence and does not cross the edges. Therefore

\[
\int\mathbf E\cdot\sigma\mathbf E\,d^3r\ge \frac{U^2}{R}.
\]

Choose a field along \(x\) that depends on \(x\) alone. Its power is \(wt\int\sigma_{xx}E_x^2dx\). Under the condition \(\int E_xdx=U\), this is smallest for \(E_x\) proportional to \(1/\sigma_{xx}\), and then equals \(wt\,U^2/\int\sigma_{xx}^{-1}dx\). Inverting the two-by-two resistivity tensor gives

\[
\frac1{\sigma_{xx}}=\rho_{xx}-\frac{\rho_{xy}^2}{\rho_{yy}},
\qquad\text{so}\qquad
R\ge\frac1{wt}\int\left(\rho_{xx}-\frac{\rho_{xy}^2}{\rho_{yy}}\right)dx .
\]

Here \(\rho_{xy}^2=a^2\operatorname{sech}^2(x/D)\tanh^2(x/D)\), and \(\rho_{yy}=\rho_\perp+a\sin^2\theta\ge\rho_\perp\). With \(s=\tanh(x/D)\),

\[
\int_{-\infty}^{\infty}\operatorname{sech}^2\frac xD\tanh^2\frac xD\,dx=D\int_{-1}^{1}s^2ds=\frac{2D}{3}.
\]

For distant contacts the two bounds together read

\[
\frac{2aD}{wt}\le\delta R\le\frac{2aD}{wt}\left(1+\frac{a}{3\rho_\perp}\right).
\]

With \(a/\rho_\perp=0.02\), the drop lies between 0.1000 and 0.1007 ohm. Finite-element solutions of the two-dimensional flow in a 400 nm length of strip, centred on the wall, give 0.1005 ohm. The simple formula is thus low by about 0.5 percent of the drop. For a much stronger anisotropy, \(a/\rho_\perp=0.5\), the same calculation gives a drop 10 percent above the simple formula, where the bound allows 17 percent.

### 4. The width and the other neglected effects

**What sets the width.** For the profile of part 1 the exchange energy per cross-section is \(A\int\theta'^2dx=(A/D^2)(2D)=2A/D\), which favours a wide wall. The stray field comes from magnetic charges. There is a volume charge density proportional to \(-\nabla\cdot\mathbf m=\operatorname{sech}^2(x/D)/D\), and there are edge charges proportional to \(\pm\operatorname{sech}(x/D)\) at \(y=w\) and \(y=0\). Their Coulomb-type energy per cross-section, with saturation magnetization \(M_s\), is

\[
\varepsilon_s(D)=\frac{\mu_0M_s^2}{8\pi wt}\iint\frac{dq\,dq'}{|\mathbf r-\mathbf r'|},
\]

where \(dq\) is the volume or edge density times its volume or area element. With rough values for soft nickel–iron, \(M_s=800\) kA/m and \(A=13\) pJ/m, numerical minimization of \(2A/D+\varepsilon_s(D)\) gives \(D=44\) nm. At fixed \(a\), \(w\) and \(t\) the drop is proportional to \(D\), so it becomes 0.22 ohm. Both numbers hold for a straight wall with the profile of part 1. A wall free to change its shape gives a larger drop, as stated at the end of this part.

A 20 nm wall needs help from a real anisotropy \(K_u\) along the strip. This adds \(K_u\int\sin^2\theta\,dx=2K_uD\) to the energy. Setting the derivative of the sum to zero at 20 nm gives

\[
K_u=-\frac12\frac{d}{dD}\left(\frac{2A}{D}+\varepsilon_s\right)=55\ \text{kJ/m}^3 .
\]

The exchange part is \(A/D^2=32.5\) kJ/m³. The remaining 22.5 kJ/m³ comes from the stray field, whose energy also falls as the wall widens at this point. The effective constant of part 1 is the difference \(K=55-22.5=32.5\) kJ/m³, as \(D=\sqrt{A/K}\) requires.

**Lagging carrier spins.** A carrier of speed \(v\) sees the magnetization turn at the rate \(v\theta'\), at most \(v/D\). Its spin precesses about \(\mathbf m\) at the rate \(E_{ex}/\hbar\), where \(E_{ex}\) is the exchange splitting. In a frame that turns with \(\mathbf m\), the turning adds a rotation vector perpendicular to the plane. The spin follows the sum of the two vectors if precession is much faster than turning, and it is then tilted by

\[
\lambda\approx\frac{\hbar v}{E_{ex}D}=\frac{0.33\ \text{eV nm}}{(1\ \text{eV})(20\ \text{nm})}=0.0165\ \text{rad}
\]

at the centre, for the rough values \(v=5\times10^5\) m/s and \(E_{ex}=1\) eV. Integrating the precession equation through the wall with these values confirms this peak tilt within 1 percent. Suppose that the tilt raises the local resistivity by \(\rho_\parallel\) times the squared tilt. The prefactor of one is an assumption, so this is an estimate of order only. The tilt follows \(\lambda\operatorname{sech}(x/D)\), and the added resistance is \(2D\rho_\parallel\lambda^2/(wt)\), which is of order 1 mohm. It opposes the drop and, with these inputs, is of order 1 percent of it. The figure is sensitive to the inputs. For \(v=2.2\times10^5\) m/s and \(E_{ex}=0.27\) eV, \(\lambda^2\) is 2.6 times larger, and a prefactor between 0.5 and 2 then gives about 2 to 7 percent. This holds for a carrier that crosses the wall without a collision. In nickel–iron films the free path is normally shorter than 20 nm. A collision that reverses the velocity also reverses the turning, so the spin starts to precess about a new direction and its tilt can grow. Without any spin relaxation, reversals every 5 nm on average raise the root-mean-square tilt of carriers starting at the centre to about \(4\lambda\) after 20 nm of path and about \(8\lambda\) after 100 nm. The added resistance then depends on how quickly the spins relax back towards \(\mathbf m\), and the estimate above does not cover that case.

**Temperature.** With a rough temperature coefficient of 0.002 per kelvin, the 255 ohm background changes by 0.51 ohm per kelvin. A change of \(0.100/0.51\approx0.20\) K imitates the wall. For this contact distance, a reading of the absolute resistance needs a steadier temperature than that, or a reference strip that drifts in the same way.

**Beside a real strip.** A resistivity near \(2.5\times10^{-7}\) ohm m and an anisotropy ratio of a few percent are of the right size for thin nickel–iron films. The 20 nm width is not typical of them at this cross-section, because their own anisotropy is far below 55 kJ/m³. Three corrections to the drop itself were given a number: the bending of the current, the lag of the carrier spins in the absence of collisions, and the relaxed width. By these estimates the width matters most, by a factor of 2.2 for the straight wall. The value of 44 nm itself rests on a straight wall with the profile of part 1, in which only \(D\) was varied. The stray field also changes the shape of the profile. Transverse walls in wide soft strips are wedge-shaped, and a vortex wall may compete with them. If the in-plane angle is left free in both \(x\) and \(y\), the wall relaxes to a wedge. Its mean width \(\tfrac12\int\langle\sin^2\theta\rangle\,dx\), with the average taken over \(y\), is about 53 nm. The uniform-current drop is then about 0.27 ohm, a factor of 2.7 rather than 2.2. With \(K_u=55\) kJ/m³ the same relaxation gives about 22 nm rather than 20 nm. The vortex wall has not been calculated here.

The main figures used above are collected in the numerical output.

## Variation 1: a wall passing between close contacts

*The contacts are 60 nm apart and the wall centre is at distance \(s\) from their midpoint. Find the drop for uniform current.*

Measured from the wall centre, the contacts lie at \(-L/2-s\) and \(L/2-s\). The antiderivative of part 2 gives

\[
\delta R(s)=\frac{aD}{wt}\left[\tanh\frac{L/2-s}{D}+\tanh\frac{L/2+s}{D}\right].
\]

For a centred wall, \(L/2D=1.5\) and \(\tanh1.5=0.905\), so the drop is 0.0905 ohm. The missing tenth belongs to the tails outside the contacts. For \(L\ll D\) the centred drop tends to \(aL/(wt)\), since the whole measured piece is then magnetized across the current.

For \(L\gg D\) the drop is close to \(2aD/(wt)\) while the wall is well inside, and half of that when its centre is at a contact. It fades to zero within a few \(D\) as the wall moves away outside. This is how a resistance reading can register a wall moving along a racetrack. The formula takes the current as uniform. If each contact is an equipotential across the full width of the strip, the bounds of part 3 apply between the contacts, and the true drop exceeds the formula by at most the fraction \(a/\rho_\perp\), here 2 percent.

## Variation 2: a wall of uneven width

*The width parameter grows linearly across the strip, \(D(y)=D_0(1/2+y/w)\) with \(D_0=20\) nm, from 10 nm at one edge to 30 nm at the other. Find the drop for distant contacts.*

Uniform current is still an allowed trial. Its power now contains the average of \(\rho_{xx}\) over \(y\), so

\[
\delta R\ge\frac{a}{w^2t}\int_0^w2D(y)\,dy=\frac{2a\langle D\rangle}{wt},
\qquad
\langle D\rangle=D_0\left(\frac12+\frac12\right)=20\ \text{nm}.
\]

The trial field along \(x\) gives the other bound. It contains the inverse of the average of \(\sigma_{xx}\) over \(y\), in place of the average of \(\rho_{xx}\). Both equal \(\rho_\parallel-a\langle\sin^2\theta\rangle\) to first order in \(a\), and they differ at order \(a^2/\rho_\perp\). The drop is therefore \(2a\langle D\rangle/(wt)=0.100\) ohm, with a relative correction of order \(a/\rho_\perp\). The two-dimensional flow calculation gives 0.1004 ohm. At weak anisotropy the resistance thus measures the mean width and says little about how the width is distributed across the strip.

## Computed results

```
INPUTS
strip width                        200 nm
strip thickness                    10 nm
wall width parameter D             20 nm
resistivity difference a           5.0e-09 ohm m
rho_perp (rough)                   2.50e-07 ohm m
rho_par                            2.55e-07 ohm m
a/rho_perp                         2.00 percent
magnetization (rough)              800 kA/m
exchange stiffness (rough)         13 pJ/m
temperature coefficient (rough)    0.0020 1/K
carrier speed (rough)              5.0e+05 m/s
exchange splitting (rough)         1.0 eV
contact distance                   2000 nm
sense current                      10 uA
MAIN RESULT
cross-section                      2000 nm2
integral of sin^2, from profile    2.0000 D
effective length 2D                40 nm
resistance drop                    0.1000 ohm
drop by quadrature                 0.1000 ohm
drop if 20 nm meant pi*D           0.0318 ohm
drop, contacts 60 nm apart         0.0905 ohm
background resistance              255.0 ohm
drop/background                    0.0392 percent
voltage signal                     1.000 uV
NON-UNIFORM CURRENT
analytic upper bound on drop       0.10067 ohm
2D flow, lower value               0.10049 ohm
2D flow, upper value               0.10050 ohm
a/rho_perp=0.5: 2D/simple, lower   1.1040
a/rho_perp=0.5: 2D/simple, upper   1.1045
D from 10 to 30 nm, lower          0.10044 ohm
D from 10 to 30 nm, upper          0.10044 ohm
OTHER NEGLECTED EFFECTS
relaxed D of soft strip (1D model) 44.1 nm
drop at relaxed D                  0.220 ohm
anisotropy that holds D = 20 nm    55.0 kJ/m3
spin lag at wall centre            0.0165 rad
spin-lag resistance (order)        1.38 mohm
temperature change equal to drop   0.196 K
```
